\section*{Partial-wave convergence of singlet and triplet 1s2s pair energies}

\section*{Problem}

Two electrons move in the field of a nucleus of charge $Z$, one in the $1s$ and one in the $2s$ hydrogenic orbital. Their repulsion is treated to second order, and the correlating configurations are limited to orbital angular momenta $l\le L$, with a complete radial basis for each $l$.

(a) How does the second-order contribution of angular momentum $l$ fall off at large $l$ in the triplet and in the singlet state, and with what prefactors?

(b) What error remains after truncation at $L$, and how is it connected with the behaviour of the wave function at small $r_{12}$?

(c) Should the two spin states be extrapolated separately? Examine $L=4$ and $L=8$.

\section*{Solution}

\subsection*{The equation for one partial wave}

Lengths are measured in $a_0/Z$. The unperturbed Hamiltonian is then $Z^2(h_1+h_2)$, with $h=-\tfrac12\nabla^2-1/r$, and the repulsion is $Z/r_{12}$. The second-order energy scales as $Z^2/Z^2$, so it does not depend on $Z$. The scaled unperturbed energy is $E_0=-\tfrac12-\tfrac18=-0.625$.

The spatial function is $\Psi_0=\phi(r_1,r_2)/4\pi$ with
\begin{equation}
\phi=\frac{R_{1s}(r_1)R_{2s}(r_2)\pm R_{2s}(r_1)R_{1s}(r_2)}{\sqrt2},
\end{equation}
where the upper sign is the singlet and the lower the triplet. Both are S states of even parity, hence of natural parity. We expand
\begin{equation}
\frac1{r_{12}}=\sum_l v_lP_l(\cos\theta_{12}),\quad v_l=\frac{r_<^l}{r_>^{l+1}},\qquad
\Psi_1=\frac1{4\pi}\sum_l\psi_lP_l(\cos\theta_{12}).
\end{equation}
On $P_l(\cos\theta_{12})$ the squared angular momentum of either electron gives $l(l+1)$, so the channels decouple. With $u=r_1r_2\psi_l$, the first-order equation for $l\ge1$ is
\begin{equation}
\Big[\sum_{i=1}^2\Big(-\frac12\partial_i^2+\frac{l(l+1)}{2r_i^2}-\frac1{r_i}\Big)-E_0\Big]u=-v_l\,r_1r_2\phi .
\label{eq:channel}
\end{equation}
The average of $P_lP_{l'}$ over both directions is $\delta_{ll'}/(2l+1)$. With $\lambda=l+\tfrac12$, the second-order energy $\langle\Psi_0|r_{12}^{-1}|\Psi_1\rangle$ therefore has the increments
\begin{equation}
E_l=\frac1{2\lambda}\int_0^\infty\!\!\int_0^\infty u\,v_l\,r_1r_2\phi\,dr_1dr_2 .
\label{eq:increment}
\end{equation}

\subsection*{Coordinates suited to large $l$}

At large $l$ the factor $v_l$ confines the electrons to nearly equal radii. Set $r_1=Re^{t/2}$ and $r_2=Re^{-t/2}$. Then $r_</r_>=e^{-|t|}$ and $r_<r_>=R^2$, so
\begin{equation}
v_l=\frac{(r_</r_>)^{l+1/2}}{\sqrt{r_<r_>}}=\frac{e^{-\lambda|t|}}R,\qquad dr_1dr_2=R\,dR\,dt .
\end{equation}
Let $D=R\partial_R$. Since $R=\sqrt{r_1r_2}$ and $t=\ln(r_1/r_2)$, the chain rule gives $r_1\partial_1=\tfrac12D+\partial_t$ and $r_2\partial_2=\tfrac12D-\partial_t$. We use $r_i^2\partial_i^2=(r_i\partial_i)^2-r_i\partial_i$ and $r_{1,2}^{-2}=R^{-2}e^{\mp t}$. The parts even and odd in $\partial_t$ combine to
\begin{equation}
\tfrac12(\partial_1^2+\partial_2^2)=\frac1{R^2}\Big[\cosh t\Big(\partial_t^2+\frac{D^2}4-\frac D2\Big)-\sinh t\,(D-1)\partial_t\Big].
\end{equation}
The centrifugal terms add up to $(\lambda^2-\tfrac14)\cosh t/R^2$ and the nuclear terms to $-2\cosh(t/2)/R$. Multiplying \eqref{eq:channel} by $R^2$ gives
\begin{align}
\Big[&\cosh t\Big(-\partial_t^2+\lambda^2-\frac14-\frac{D^2}4+\frac D2\Big)+\sinh t\,(D-1)\partial_t\nonumber\\
&-2R\cosh\frac t2-E_0R^2\Big]u=-R^3\phi\,e^{-\lambda|t|}.
\label{eq:full}
\end{align}

The source has width $t\sim1/\lambda$. With $t=s/\lambda$, the combination $-\partial_t^2+\lambda^2$ is of order $\lambda^2$, and all other terms are of order one or smaller. The operator is even under $t\to-t$, which exchanges the electrons, and $\phi$ has definite parity in $t$. The corrections to the leading solution are therefore of relative order $\lambda^{-2}$, not $\lambda^{-1}$. This is an asymptotic expansion at fixed $R$; the orbitals suppress large $R$ exponentially. The nuclear attraction enters only the corrections, so another smooth central potential would change the prefactors through the orbitals but not the leading powers.

\subsection*{Triplet}

The triplet $\phi$ is odd in $t$. At $t=0$ we have $\partial_t\phi=\tfrac12R(\partial_1\phi-\partial_2\phi)$, and antisymmetry gives $\partial_2\phi=-\partial_1\phi$ there. Thus
\begin{equation}
\phi=g(R)\,R\,t+O(t^3),\qquad g(R)=\partial_{r_1}\phi\big|_{r_1=r_2=R}.
\end{equation}
Writing $u=-R^4g\,f(t)$, the leading part of \eqref{eq:full} becomes $-f''+\lambda^2f=t\,e^{-\lambda|t|}$. For $t>0$ try $f=(at^2+bt)e^{-\lambda t}$. Differentiation gives
\begin{equation}
-f''+\lambda^2f=(4a\lambda t+2\lambda b-2a)e^{-\lambda t},
\end{equation}
so $a=1/(4\lambda)$ and $b=a/\lambda=1/(4\lambda^2)$. A homogeneous term $e^{-\lambda t}$ is excluded because an odd continuous function vanishes at $t=0$. Hence
\begin{equation}
f=t\Big(\frac{|t|}{4\lambda}+\frac1{4\lambda^2}\Big)e^{-\lambda|t|}.
\label{eq:ftrip}
\end{equation}
In \eqref{eq:increment} the factors are $u=-R^4gf$, $v_l=e^{-\lambda|t|}/R$, $r_1r_2\phi=R^3gt$ and the Jacobian $R$. Their powers of $R$ add to seven. The $t$ integral is
\begin{equation}
2\int_0^\infty\Big(\frac{t^3}{4\lambda}+\frac{t^2}{4\lambda^2}\Big)e^{-2\lambda t}dt
=2\Big(\frac{3}{32}+\frac1{16}\Big)\frac1{\lambda^5}=\frac5{16\lambda^5},
\end{equation}
and with the prefactor $1/(2\lambda)$
\begin{equation}
E_l^{\rm T}=-\frac{C_6}{\lambda^6}\big[1+O(\lambda^{-2})\big],\qquad C_6=\frac5{32}\int_0^\infty g^2R^7dR .
\label{eq:trip}
\end{equation}

\subsection*{Singlet}

Here $\phi$ tends to $\phi(R,R)$ at $t=0$. With $u=-R^3\phi(R,R)f$ the equation is $-f''+\lambda^2f=e^{-\lambda|t|}$. The trial form $(at+b)e^{-\lambda t}$ gives $2\lambda a=1$. An even solution with continuous slope needs $f'(0)=a-\lambda b=0$, so $f=(|t|/2\lambda+1/2\lambda^2)e^{-\lambda|t|}$. The $t$ integral is
\begin{equation}
2\int_0^\infty\Big(\frac t{2\lambda}+\frac1{2\lambda^2}\Big)e^{-2\lambda t}dt=2\Big(\frac18+\frac14\Big)\frac1{\lambda^3}=\frac3{4\lambda^3},
\end{equation}
and therefore
\begin{equation}
E_l^{\rm S}=-\frac{A_4}{\lambda^4}\big[1+O(\lambda^{-2})\big],\qquad A_4=\frac38\int_0^\infty\phi(R,R)^2R^5dR .
\end{equation}
The triplet node at $r_1=r_2$ puts a factor $t$ into $\phi$ on each side of the energy integral. Each is worth $1/\lambda$, which accounts for the two extra powers. For two different $s$ orbitals neither $g$ nor $\phi(R,R)$ can vanish for all $R$, so neither prefactor is zero.

\subsection*{The link with the cusp}

At small $r_{12}$ the kinetic energy of relative motion is $-\nabla_{12}^2$. The first-order function must cancel the singularity of $\Psi_0/r_{12}$. In the triplet, $\Psi_0$ is linear in a component $z$ of $\mathbf r_{12}$, and
\begin{equation}
\nabla^2(zr)=z\,\frac2r+2\,\frac zr=\frac{4z}r ,
\end{equation}
so the cancelling term is $\tfrac14r_{12}\Psi_0$. In the singlet $\nabla^2r=2/r$, and the term is $\tfrac12r_{12}\Psi_0$.

To find the $l$ component of $r_{12}$, write $r_{12}=(r_1^2+r_2^2-2r_1r_2\cos\theta_{12})\sum_kv_kP_k$ and use the recursion for $\cos\theta\,P_k$. The coefficient of $P_l$ is
\begin{align}
[r_{12}]_l&=(r_1^2+r_2^2)v_l-2r_1r_2\Big(\frac{l\,v_{l-1}}{2l-1}+\frac{(l+1)v_{l+1}}{2l+3}\Big)\nonumber\\
&=-\frac R2e^{-\lambda|t|}\Big(\frac{e^{|t|}}{\lambda-1}-\frac{e^{-|t|}}{\lambda+1}\Big)
\simeq-Re^{-\lambda|t|}\Big(\frac{|t|}\lambda+\frac1{\lambda^2}\Big).
\end{align}
The second line follows from $l/(2l-1)=\tfrac12+1/[4(\lambda-1)]$ and $(l+1)/(2l+3)=\tfrac12-1/[4(\lambda+1)]$; the halves cancel against $r_1^2+r_2^2=2R^2\cosh t$. Multiplication by $\tfrac14\phi=\tfrac14gRt$ gives $-R^2gf$ with the $f$ of \eqref{eq:ftrip}, which is $u/R^2$, the leading $\psi_l$. The $r_{12}/4$ cusp thus carries the whole leading triplet increment.

\subsection*{Truncation error}

Let $X=L+1$. The values $\lambda=l+\tfrac12$ are midpoints of unit intervals, and the midpoint rule gives $\sum_{l>L}F(\lambda)=\int_X^\infty F\,dx+F'(X)/24+\dots$. Hence
\begin{equation}
\sum_{l>L}\lambda^{-6}=\frac1{5X^5}-\frac1{4X^7}+\dots,\qquad
\sum_{l>L}\lambda^{-4}=\frac1{3X^3}-\frac1{6X^5}+\dots
\label{eq:sums}
\end{equation}
The missing energy is $-C_6/(5X^5)$ in the triplet and $-A_4/(3X^3)$ in the singlet at leading order. These are the $L^{-5}$ and $L^{-3}$ laws; at moderate $L$ the variable $L+1$ is the better one, since it leaves no correction of relative order $1/L$.

\subsection*{Numbers for the 1s2s pair}

With $R_{1s}=2e^{-r}$ and $R_{2s}=(1-r/2)e^{-r/2}/\sqrt2$ one finds $g=\tfrac14Re^{-3R/2}$ and, for the singlet, $\phi(R,R)=2(1-R/2)e^{-3R/2}$. Thus
\begin{align}
C_6&=\frac5{32}\cdot\frac1{16}\cdot\frac{9!}{3^{10}}=\frac{175}{2916}=0.0600\ E_{\rm h},\\
A_4&=\frac38\cdot4\Big(\frac{5!}{3^6}-\frac{6!}{3^7}+\frac{7!}{4\cdot3^8}\Big)=\frac{10}{243}=0.0412\ E_{\rm h}.
\end{align}

The increments themselves were computed without the large-$l$ expansion: $h$ was diagonalized in 80 Laguerre functions for each $l$, and the second-order sum over pair states was carried out.

\begin{center}
\begin{tabular}{rcccc}
\hline
$l$ & $E_l^{\rm T}$ ($\mu E_{\rm h}$) & $E_l^{\rm S}$ ($\mu E_{\rm h}$) & $-E_l^{\rm T}\lambda^6$ ($E_{\rm h}$) & $-E_l^{\rm S}\lambda^4$ ($E_{\rm h}$)\\
\hline
2 & $-145.59$ & $-929.45$ & 0.0355 & 0.03631\\
4 & $-5.879$ & $-95.36$ & 0.0488 & 0.03910\\
6 & $-0.7146$ & $-22.44$ & 0.0539 & 0.04006\\
8 & $-0.1491$ & $-7.755$ & 0.0562 & 0.04048\\
16 & $-0.0029$ & $-0.552$ & 0.0589 & 0.0409\\
\hline
\end{tabular}
\end{center}

The singlet entries are not fully converged in the radial basis. At convergence they are larger in magnitude by about $0.001\ \mu E_{\rm h}$, which changes the last digits at $l=8$ ($-7.756$, 0.04049) and $l=16$ ($-0.553$, 0.0410). The last two columns approach $C_6$ and $A_4$ from below. Between $l=15$ and 16 the local exponents in $\lambda$ are 5.96 and 3.99. The triplet reaches its law later: at $l=4$ it is still 19\% below $C_6$, while the singlet is 5\% below $A_4$. The computed triplet amplitude at $l=16$, $R=3$, $t=1/\lambda$, divided by $[r_{12}]_l\phi$, is 0.248 in this basis and 0.247 at radial convergence, close to the limiting $1/4$.

\subsection*{Separate or joint extrapolation}

If the error follows $X^{-n}$, the last increment is proportional to $L^{-n}-X^{-n}$, and the missing tail is estimated as
\begin{equation}
T_n=\frac{E_L}{(X/L)^n-1}.
\label{eq:extrap}
\end{equation}
For large $L$ the denominator tends to $n/L$. Using $n=3$ for a triplet therefore makes its tail too large by a factor tending to $5/3$.

Two closed $s$ shells contain four intershell spin pairs, which form one singlet and three triplet components. We therefore also consider $E^{\rm S}+3E^{\rm T}$. ``Joint'' means $n=3$ for everything, ``separate'' means $n=3$ for the singlet and $n=5$ for the triplet. The reference tail is the sum of computed increments up to $l=16$, continued by a four-term series in inverse even powers of $\lambda$. Errors are estimate minus reference.

\begin{center}
\begin{tabular}{lrr}
\hline
Tail beyond $L$ ($\mu E_{\rm h}$) & $L=4$ & $L=8$\\
\hline
triplet, reference & $-3.24$ & $-0.192$\\
triplet, $n=5$ & $-2.87$ & $-0.186$\\
triplet, $n=3$ & $-6.17$ & $-0.352$\\
singlet, reference & $-104.84$ & $-18.52$\\
singlet, $n=3$ & $-100.05$ & $-18.30$\\
singlet $+3\,$triplet, reference & $-114.56$ & $-19.10$\\
\quad error, joint & $-3.99$ & $-0.25$\\
\quad error, separate & $+5.92$ & $+0.25$\\
\hline
\end{tabular}
\end{center}

For the triplet alone the fifth-power law is clearly better. For the total, separate extrapolation is worse at $L=4$, and at $L=8$ the two errors are about equal in size. That no clear gain appears is due to the singlet. Write $-E_l^{\rm S}=A\lambda^{-4}+B\lambda^{-6}$. By \eqref{eq:sums} its tail is
\begin{equation}
-\Big[\frac A{3X^3}+\frac1{X^5}\Big(\frac B5-\frac A6\Big)\Big].
\label{eq:twoterm}
\end{equation}
In \eqref{eq:extrap} with $n=3$ we need $L^{-3}-X^{-3}=\int_L^X3x^{-4}dx=3m^{-4}(1+5/6m^2+\dots)$, where $m=L+\tfrac12$. The estimate is then $-(3X^3)^{-1}[A+(B-\tfrac56A)/X^2]$, and its error is
\begin{equation}
T_3-\text{tail}=\frac1{X^5}\Big(\frac A9-\frac{2B}{15}\Big).
\end{equation}
This is of the same order, $X^{-5}$, as the whole triplet tail. A triplet treated with $n=3$ has $A=0$, $B=C_6$, so three of them add $-\tfrac25C_6/X^5$. The singlet error has the opposite sign here, since $A>0$ and, as found below, $B<0$.

The table entries at $l=6$ and 8 give $B=(0.04006-0.04048)/(6.5^{-2}-8.5^{-2})\approx-0.043$ and $A\approx0.04107$, in $E_{\rm h}$. These are effective values for this range of $l$, because a two-point fit absorbs part of the higher orders; the large-$l$ limits are $A=A_4$ and $B\approx-0.051$, for which the coefficients below would be $+0.011$ and $-0.013$. They give leading errors of about $+0.010/X^5$ for separate and $(0.010-0.024)/X^5=-0.014/X^5$ for joint extrapolation. At $X=9$ these are $+0.17$ and $-0.23\ \mu E_{\rm h}$, which reproduces the signs and the comparable sizes. At $X=5$ the same terms give $+3.3$ and $-4.4\ \mu E_{\rm h}$, against $+5.92$ and $-3.99$ in the table. The signs are right but the order of sizes is not, so the disadvantage of separate extrapolation at $L=4$ comes from higher orders in $1/X$. The near equality belongs to this pair and is not a general rule.

The cure is to keep the $X^{-5}$ term of the singlet. Inserting the fitted $A$ and $B$ in \eqref{eq:twoterm} at $X=9$ gives
\begin{equation}
-(18.78-0.26)\ \mu E_{\rm h}=-18.52\ \mu E_{\rm h}.
\end{equation}
With three triplet tails of $-0.186$ the total is $-19.08\ \mu E_{\rm h}$, and the error drops from 0.25 to a few hundredths of a $\mu E_{\rm h}$. The tabulated singlet reference is too small in magnitude by $0.013\ \mu E_{\rm h}$ at $L=8$ and $0.017\ \mu E_{\rm h}$ at $L=4$, because the finite radial basis slightly weakens the singlet increments. At radial convergence the total tail at $L=8$ is $-19.11\ \mu E_{\rm h}$, and the joint and separate errors of the table become $-0.24$ and $+0.26\ \mu E_{\rm h}$ ($-3.98$ and $+5.93$ at $L=4$). A joint fit of the same two-term form to $E^{\rm S}+3E^{\rm T}$ at $l=6$ and 8 gives $A=0.0413$, $B=0.109$ and a tail of $-19.14\ \mu E_{\rm h}$, which is too large in magnitude by a similar amount. Against the converged total the two errors are $+0.03$ and $-0.03\ \mu E_{\rm h}$, so at $L=8$ the fits are equally good. At $L=4$ the gain is much smaller: two-term fits at $l=3$ and 4 leave errors of $+1.8$ (separate) and $-1.4\ \mu E_{\rm h}$ (joint).

The answer to (c) is therefore conditional. Different leading powers justify separate laws, and a triplet energy taken by itself needs $n=5$. In the singlet--triplet sum studied here, separate leading laws alone bring no clear gain. What helps is to keep the $X^{-5}$ term of the singlet, which cuts the error about eightfold at $L=8$ but only about threefold at $L=4$. For this pair a joint fit that includes this order does as well as a separate one.

These results concern second order, S-state pairs and complete radial bases. In a finite basis the radial error adds to the angular one and may follow another law. The $l=0$ channel and orbital screening are left out, so the tails illustrate convergence and are not correlation energies of an atom.
